# Negative effective repulsion at a defect and the unstable singly occupied state: a program that tests the result

```python
"""
Result under test: a defect orbital with electron number n = 0, 1, 2 and
    H = eps*n + U*n_up*n_dn + P^2/(2M) + k*Q^2/2 - lam*Q*n
has the relaxed second difference U_eff = E(2)+E(0)-2E(1) = U - lam^2/k, and
for U_eff < 0 the state n = 1 is not the ground state at any Fermi level mu.
eps: orbital energy at Q = 0 (eV, from the valence band top); U: repulsion (eV)
k: spring constant (eV/nm^2); lam: coupling (eV/nm); Q: displacement (nm)
M: mode mass; Omega_n = E(n) - n*mu: grand energy.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar, brentq
from scipy.special import logsumexp

eps, U, k, lam = 0.30, 0.25, 500.0, 13.0
mass_u = 28.0
kB = const.k / const.e

# Electron operators on the four-state Fock space
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
c_up = np.kron(lower, np.eye(2))
c_dn = np.kron(np.diag([1.0, -1.0]), lower)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
n_tot = n_up + n_dn
sectors = [np.where(np.isclose(np.diag(n_tot), n))[0] for n in range(3)]


def surface(n, Q, eps, U, k, lam, n_ref=0.0, cubic=0.0, stiffen=0.0):
    """Lowest electronic plus elastic energy with n electrons at fixed Q."""
    spring = k * (1 + stiffen * n)
    H = eps * n_tot + U * n_up @ n_dn - lam * Q * (n_tot - n_ref * np.eye(4))
    H = H + (0.5 * spring * Q**2 + cubic * Q**3) * np.eye(4)
    block = H[np.ix_(sectors[n], sectors[n])]
    return np.linalg.eigvalsh(block)[0]


def relax(eps, U, k, lam, **extra):
    """Numerical minimum of each surface: energies and positions."""
    found = [minimize_scalar(lambda Q: surface(n, Q, eps, U, k, lam, **extra),
                             bounds=(-0.15, 0.20), method="bounded",
                             options={"xatol": 1e-9}) for n in range(3)]
    return np.array([f.fun for f in found]), np.array([f.x for f in found])


def second_difference(E):
    return E[2] + E[0] - 2 * E[1]


def single_window(E, mu):
    """Length of the mu range in which n = 1 is strictly lowest."""
    omega = E[:, None] - np.arange(3)[:, None] * mu
    lowest = omega[1] < np.minimum(omega[0], omega[2]) - 1e-9
    return lowest.sum() * (mu[1] - mu[0])


# Relaxed energies by minimisation against the closed forms
E, Qmin = relax(eps, U, k, lam)
U_eff = U - lam**2 / k
n_values = np.arange(3)
E_formula = (eps * n_values + U * n_values * (n_values - 1) / 2
             - n_values**2 * lam**2 / (2 * k))
assert np.allclose(E, E_formula, atol=1e-9)
assert np.allclose(Qmin, n_values * lam / k, atol=1e-6)
assert abs(second_difference(E) - U_eff) < 1e-9
E_shifted, _ = relax(eps, U, k, lam, n_ref=1.0)
assert abs(second_difference(E_shifted) - U_eff) < 1e-9

# Quantum lattice: diagonalisation in the undisplaced phonon basis
M = mass_u * const.atomic_mass
omega_mode = np.sqrt(k * const.e / 1e-18 / M)
quantum = const.hbar * omega_mode / const.e
x_zero = np.sqrt(const.hbar / (2 * M * omega_mode)) * 1e9
size = 240
ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
vibronic = []
for n in range(3):
    H = np.diag(quantum * (np.arange(size) + 0.5))
    H = H - lam * x_zero * n * (ladder + ladder.T)
    vibronic.append(np.linalg.eigvalsh(H) + surface(n, 0.0, eps, U, k, lam))
E_quantum = np.array([levels[0] for levels in vibronic])
assert np.allclose(E_quantum - E, quantum / 2, atol=1e-8)
assert abs(second_difference(E_quantum) - U_eff) < 1e-8

# Stability over all Fermi levels, for random parameters of both signs
mu_wide = np.arange(-3.0, 3.0, 0.001)
rng = np.random.default_rng(4)
count_negative = count_positive = 0
for _ in range(150):
    e_r, U_r = rng.uniform(-0.5, 0.5), rng.uniform(0.0, 1.0)
    k_r, lam_r = rng.uniform(300, 800), rng.uniform(5, 20)
    predicted = U_r - lam_r**2 / k_r
    window = single_window(relax(e_r, U_r, k_r, lam_r)[0], mu_wide)
    assert abs(window - max(predicted, 0.0)) < 0.0021  # two grid steps
    if predicted < 0:
        assert window == 0
        count_negative += 1
    else:
        count_positive += 1
assert count_negative > 20 and count_positive > 20

U_control = 0.45
E_control, _ = relax(eps, U_control, k, lam)
window_control = single_window(E_control, np.arange(-0.5, 1.0, 1e-4))
assert abs(window_control - (U_control - lam**2 / k)) < 2.1e-4

# Levels, and the frozen-lattice cost at the two-electron level
level_01, level_12 = E[1] - E[0], E[2] - E[1]
mu_pair = (E[2] - E[0]) / 2
assert abs(level_01 - (eps - lam**2 / (2 * k))) < 1e-9
assert abs(level_12 - (eps + U - 3 * lam**2 / (2 * k))) < 1e-9
assert level_12 < mu_pair < level_01
frozen = np.array([surface(n, Qmin[1], eps, U, k, lam) for n in range(3)])
frozen_grand = frozen - n_values * mu_pair
cost_add = frozen_grand[2] - frozen_grand[1]
cost_remove = frozen_grand[0] - frozen_grand[1]
assert abs(cost_add - U / 2) < 1e-6 and abs(cost_remove - U / 2) < 1e-6
excess_single = (E[1] - mu_pair) - (E[0] + E[2] - 2 * mu_pair) / 2
assert abs(excess_single + U_eff / 2) < 1e-9


# Thermal populations from the full vibronic spectra
def populations(mu, T, g):
    logs = np.array([np.log(g[n]) + logsumexp(-(vibronic[n] - n * mu) / (kB * T))
                     for n in range(3)])
    return np.exp(logs - logsumexp(logs))


def largest_single(T, g):
    best = minimize_scalar(lambda mu: -populations(mu, T, g)[1],
                           bounds=(mu_pair - 0.1, mu_pair + 0.1),
                           method="bounded", options={"xatol": 1e-9})
    return -best.fun


def can_dominate(T, g):
    return any(np.argmax(populations(mu, T, g)) == 1
               for mu in np.arange(-0.1, 0.3, 2e-4))


g_spin, g_orient = (1, 2, 1), (1, 6, 3)
fractions, T_dominate = {}, {}
for name, g in (("spin only", g_spin), ("with orientations", g_orient)):
    for T in (77.0, 150.0):
        fractions[name, T] = largest_single(T, g)
        ratio = 2 * np.sqrt(g[0] * g[2]) / g[1]
        bound = 1 / (1 + ratio * np.exp(-U_eff / (2 * kB * T)))
        assert abs(fractions[name, T] / bound - 1) < 1e-5
    T_dominate[name] = -U_eff / (2 * kB * np.log(g[1] / np.sqrt(g[0] * g[2])))
    assert not can_dominate(0.97 * T_dominate[name], g)
    assert can_dominate(1.03 * T_dominate[name], g)

# Sizes of neglected effects
soft = second_difference(relax(eps, U, k, lam, stiffen=-0.05)[0])
stiff = second_difference(relax(eps, U, k, lam, stiffen=0.05)[0])
zero_point = 0.5 * quantum * (np.sqrt(1.10) + 1 - 2 * np.sqrt(1.05))
critical = brentq(lambda a: second_difference(
    relax(eps, U, k, lam, stiffen=a)[0]), 0.0, 0.5)
assert abs((1 + critical) * (1 + 2 * critical) - lam**2 / (k * U)) < 1e-6
cubic = 0.10 * 0.5 * k / Qmin[2]
cubic_plus = second_difference(relax(eps, U, k, lam, cubic=cubic)[0])
cubic_minus = second_difference(relax(eps, U, k, lam, cubic=-cubic)[0])
distance, eps_r = 10.0, 11.7
repulsion = const.e / (4 * np.pi * const.epsilon_0 * eps_r * distance * 1e-9)

print(f"orbital energy eps = {eps:.2f} eV above valence band top")
print(f"repulsion U = {U:.2f} eV")
print(f"spring constant k = {k:.0f} eV/nm^2")
print(f"coupling lam = {lam:.0f} eV/nm")
print(f"mode mass = {mass_u:.0f} u")
print(f"phonon quantum = {quantum:.4f} eV")
print(f"lam^2/k = {lam**2 / k:.3f} eV")
for n in range(3):
    print(f"n={n}: Q = {Qmin[n]:.4f} nm, relaxed E = {E[n]:.3f} eV, "
          f"relaxation = {surface(n, 0.0, eps, U, k, lam) - E[n]:.3f} eV")
print(f"U_eff by minimisation = {second_difference(E):.4f} eV")
print(f"U_eff by phonon diagonalisation = {second_difference(E_quantum):.4f} eV")
print(f"U_eff by formula = {U_eff:.4f} eV")
print(f"level 0/1 = {level_01:.3f} eV above valence band top")
print(f"level 1/2 = {level_12:.3f} eV above valence band top")
print(f"level 0/2 = {mu_pair:.3f} eV above valence band top")
for mu in (0.02, mu_pair, 0.16):
    grand = E - n_values * mu
    print(f"mu = {mu:.3f} eV: Omega_0, Omega_1, Omega_2 = "
          + ", ".join(f"{value + 0.0:.3f}" for value in np.round(grand, 9)) + " eV")
print(f"excess of Omega_1 at level 0/2 = {excess_single:.3f} eV")
print(f"frozen-lattice cost to add an electron = {cost_add:.3f} eV")
print(f"frozen-lattice cost to remove an electron = {cost_remove:.3f} eV")
print(f"random sets tested: {count_negative} with U_eff<0, "
      f"{count_positive} with U_eff>0")
print(f"control U = {U_control:.2f} eV: U_eff = "
      f"{second_difference(E_control):.3f} eV, n=1 window = {window_control:.3f} eV")
for (name, T), value in fractions.items():
    print(f"largest n=1 fraction, {name}, {T:.0f} K = {value:.2e}")
for name, T in T_dominate.items():
    print(f"n=1 can be most populated above, {name} = {T:.0f} K")
print(f"U_eff, spring 5% softer per electron = {soft:.3f} eV")
print(f"U_eff, spring 5% stiffer per electron = {stiff:.3f} eV")
print(f"zero-point change of U_eff, 5% stiffer = {zero_point:.1e} eV")
print(f"stiffening per electron that gives U_eff=0 = {100 * critical:.1f} %")
print(f"cubic coefficient for 10% of elastic energy at Q_2 = {cubic:.0f} eV/nm^3")
print(f"U_eff with positive cubic term = {cubic_plus:.3f} eV")
print(f"U_eff with negative cubic term = {cubic_minus:.3f} eV")
print(f"relative permittivity used = {eps_r:.1f}")
print(f"repulsion of two V+ at {distance:.0f} nm = {repulsion:.4f} eV")
print("all assertions hold")
```

It prints:

```
orbital energy eps = 0.30 eV above valence band top
repulsion U = 0.25 eV
spring constant k = 500 eV/nm^2
coupling lam = 13 eV/nm
mode mass = 28 u
phonon quantum = 0.0273 eV
lam^2/k = 0.338 eV
n=0: Q = 0.0000 nm, relaxed E = 0.000 eV, relaxation = -0.000 eV
n=1: Q = 0.0260 nm, relaxed E = 0.131 eV, relaxation = 0.169 eV
n=2: Q = 0.0520 nm, relaxed E = 0.174 eV, relaxation = 0.676 eV
U_eff by minimisation = -0.0880 eV
U_eff by phonon diagonalisation = -0.0880 eV
U_eff by formula = -0.0880 eV
level 0/1 = 0.131 eV above valence band top
level 1/2 = 0.043 eV above valence band top
level 0/2 = 0.087 eV above valence band top
mu = 0.020 eV: Omega_0, Omega_1, Omega_2 = 0.000, 0.111, 0.134 eV
mu = 0.087 eV: Omega_0, Omega_1, Omega_2 = 0.000, 0.044, 0.000 eV
mu = 0.160 eV: Omega_0, Omega_1, Omega_2 = 0.000, -0.029, -0.146 eV
excess of Omega_1 at level 0/2 = 0.044 eV
frozen-lattice cost to add an electron = 0.125 eV
frozen-lattice cost to remove an electron = 0.125 eV
random sets tested: 47 with U_eff<0, 103 with U_eff>0
control U = 0.45 eV: U_eff = 0.112 eV, n=1 window = 0.112 eV
largest n=1 fraction, spin only, 77 K = 1.32e-03
largest n=1 fraction, spin only, 150 K = 3.22e-02
largest n=1 fraction, with orientations, 77 K = 2.28e-03
largest n=1 fraction, with orientations, 150 K = 5.44e-02
n=1 can be most populated above, spin only = 737 K
n=1 can be most populated above, with orientations = 411 K
U_eff, spring 5% softer per electron = -0.145 eV
U_eff, spring 5% stiffer per electron = -0.043 eV
zero-point change of U_eff, 5% stiffer = -7.9e-06 eV
stiffening per electron that gives U_eff=0 = 10.9 %
cubic coefficient for 10% of elastic energy at Q_2 = 481 eV/nm^3
U_eff with positive cubic term = -0.047 eV
U_eff with negative cubic term = -0.159 eV
relative permittivity used = 11.7
repulsion of two V+ at 10 nm = 0.0123 eV
all assertions hold
```
